# Coulson-Fischer point and superexchange energy in the Hubbard dimer: verification in Python

```python
"""Hubbard dimer with two electrons: exact versus unrestricted mean field.

H = -t sum_s (c1s^+ c2s + h.c.) + U sum_i n_i,up n_i,down,  t > 0, U > 0.
Results under test:
  the restricted determinant becomes unstable at U = 2t (Coulson-Fischer point);
  beyond it the best determinant with one up and one down orbital has
  energy -2t^2/U and site moment m = sqrt(1 - 4t^2/U^2);
  the exact singlet energy is (U - sqrt(U^2 + 16t^2))/2, triplet energy 0;
  the ratio unrestricted/exact tends to 1/2 only for U/t -> infinity;
  the missing half is due to the triplet part of the determinant.
All reference values come from operators in the full 16-dimensional Fock space.
"""
import numpy as np
from scipy.optimize import minimize, brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Fermion operators; mode order: site 1 up, site 1 down, site 2 up, site 2 down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else (lower if k == mode else np.eye(2))
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
cd = [op.T for op in c]
n = [cd[k] @ c[k] for k in range(4)]
HOP = sum(cd[s] @ c[2 + s] + cd[2 + s] @ c[s] for s in (0, 1))
DOUBLE = n[0] @ n[1] + n[2] @ n[3]
MOMENT1 = n[0] - n[1]
S_PLUS = cd[0] @ c[1] + cd[2] @ c[3]
S_Z = 0.5 * (n[0] - n[1] + n[2] - n[3])
S2 = S_Z @ S_Z + 0.5 * (S_PLUS @ S_PLUS.T + S_PLUS.T @ S_PLUS)
two = np.where(np.isclose(np.diag(sum(n)), 2.0))[0]
vacuum = np.zeros(16)
vacuum[0] = 1.0
PAIR = np.array([[cd[2 * i] @ cd[2 * j + 1] @ vacuum for j in (0, 1)]
                 for i in (0, 1)])


def mean(op, psi):
    return np.vdot(psi, op @ psi).real


def hamiltonian(t, U):
    return -t * HOP + U * DOUBLE


def exact_ground(t, U):
    values, vectors = np.linalg.eigh(hamiltonian(t, U)[np.ix_(two, two)])
    psi = np.zeros(16)
    psi[two] = vectors[:, 0]
    return values[0], psi


def determinant(up, down):
    return np.tensordot(np.outer(up, down), PAIR, 2)


def orbital(angle, phase):
    return np.array([np.cos(angle), np.exp(1j * phase) * np.sin(angle)])


def det_energy(x, H):
    return mean(H, determinant(orbital(x[0], x[2]), orbital(x[1], x[3])))


def best_determinant_energy(t, U):
    """Minimum over all complex up and down orbitals, many random starts."""
    H = hamiltonian(t, U)
    rng = np.random.default_rng(7)
    runs = [minimize(det_energy, rng.uniform(0, np.pi, 4), args=(H,),
                     method="BFGS", jac="3-point", options={"gtol": 1e-8})
            for _ in range(8)]
    return min(run.fun for run in runs)


def scf_determinant(t, U):
    """Self-consistent mean field started from opposite site moments."""
    n_up, n_down = np.array([1.0, 0.0]), np.array([0.0, 1.0])
    for _ in range(3000):
        hop = np.array([[0.0, -t], [-t, 0.0]])
        up = np.linalg.eigh(hop + U * np.diag(n_down))[1][:, 0]
        down = np.linalg.eigh(hop + U * np.diag(n_up))[1][:, 0]
        change = np.abs(up**2 - n_up).max() + np.abs(down**2 - n_down).max()
        n_up, n_down = up**2, down**2
        if change < 1e-15:
            break
    assert change < 1e-13
    return determinant(up, down)


def singlet_part(psi):
    """Remove the triplet component of a two-electron state and normalize."""
    part = psi - 0.5 * (S2 @ psi)
    return part / np.linalg.norm(part)


def exact_formula(t, U):
    return 0.5 * (U - np.sqrt(U**2 + 16 * t**2))


# Exact spectrum and spin symmetry
for U in (0.5, 2.0, 5.0, 12.0):
    energy, psi = exact_ground(1.0, U)
    assert abs(energy - exact_formula(1.0, U)) < 1e-11
    assert abs(mean(S2, psi)) < 1e-11 and abs(mean(MOMENT1, psi)) < 1e-11
    assert abs(mean(n[0] + n[1], psi) - 1) < 1e-11
    triplet_action = (hamiltonian(1.0, U) @ S2)[np.ix_(two, two)]
    assert np.abs(triplet_action).max() < 1e-12

# Energy of a general determinant, with and without orbital phases
rng = np.random.default_rng(3)
for _ in range(20):
    a, b, f, g = rng.uniform(0, np.pi, 4)
    t, U = rng.uniform(0.3, 4.0, 2)
    H = hamiltonian(t, U)
    A, B = 2 * a, 2 * b
    formula = (-t * (np.sin(A) * np.cos(f) + np.sin(B) * np.cos(g))
               + U / 2 * (1 + np.cos(A) * np.cos(B)))
    assert abs(det_energy([a, b, f, g], H) - formula) < 1e-11
    p, q = np.sin((A + B) / 2), np.cos((A - B) / 2)
    formula = -2 * t * p * q + U / 2 * (1 + q**2 - p**2)
    assert abs(det_energy([a, b, 0, 0], H) - formula) < 1e-11

# Global minimum below, at and above the Coulson-Fischer point
for U in (0.5, 1.5, 2.0, 2.5, 4.0, 10.0):
    expected = U / 2 - 2 if U <= 2 else -2 / U
    assert abs(best_determinant_energy(1.0, U) - expected) < 1e-7


# Stability of the restricted determinant against every orbital change
def lowest_curvature(U, t=1.0, h=3e-4):
    H = hamiltonian(t, U)
    x0 = np.array([np.pi / 4, np.pi / 4, 0.0, 0.0])
    steps = h * np.eye(4)
    hess = np.array([[(det_energy(x0 + u + v, H) - det_energy(x0 + u - v, H)
                       - det_energy(x0 - u + v, H) + det_energy(x0 - u - v, H))
                      / (4 * h**2) for v in steps] for u in steps])
    return np.linalg.eigvalsh(hess)[0]


critical_U = brentq(lowest_curvature, 1.0, 4.0, xtol=1e-9)
assert abs(critical_U - 2.0) < 1e-5  # finite-difference error of order h^2


def stagger_curvature(U, t=1.0, h=1e-3):
    H = hamiltonian(t, U)
    e = [det_energy([np.pi / 4 + d / 2, np.pi / 4 - d / 2, 0, 0], H)
         for d in (-h, 0.0, h)]
    return (e[0] - 2 * e[1] + e[2]) / h**2


for U in (1.0, 3.0):
    assert abs(stagger_curvature(U) - (2 - U)) < 1e-5

# Slope continuous, second derivative in U discontinuous at U = 2t
h = 0.02
E = {k: best_determinant_energy(1.0, 2 + k * h) for k in (-2, -1, 0, 1, 2)}
second_below = (E[-2] - 2 * E[-1] + E[0]) / h**2
second_above = (E[0] - 2 * E[1] + E[2]) / h**2
slope_below = (3 * E[0] - 4 * E[-1] + E[-2]) / (2 * h)
slope_above = (-3 * E[0] + 4 * E[1] - E[2]) / (2 * h)
assert abs(slope_below - 0.5) < 1e-3 and abs(slope_above - 0.5) < 1e-3
assert abs(second_below) < 1e-3
assert abs(second_above + 0.5) < 0.02  # one-sided difference, error of order h

# Moment, spin contamination and spin projection of the mean-field state
for U in (3.0, 4.0, 8.0, 20.0):
    psi = scf_determinant(1.0, U)
    H = hamiltonian(1.0, U)
    m2 = 1 - 4 / U**2
    assert abs(mean(H, psi) + 2 / U) < 1e-11
    assert abs(mean(MOMENT1, psi) - np.sqrt(m2)) < 1e-10
    assert abs(mean(S2, psi) - m2) < 1e-10
    projected = mean(H, singlet_part(psi))
    assert abs(projected + 4 * U / (U**2 + 4)) < 1e-10
    assert abs((1 - mean(S2, psi) / 2) * projected - mean(H, psi)) < 1e-11
    ratio = mean(H, psi) / exact_ground(1.0, U)[0]
    assert abs(ratio - (1 + np.sqrt(1 + 16 / U**2)) / 4) < 1e-10

# Strong coupling: one half is reached as a limit, and projection repairs it
big = 40.0
psi_u = scf_determinant(1.0, big)
E_big, psi_big = exact_ground(1.0, big)
H_big = hamiltonian(1.0, big)
ratio_coefficient = (mean(H_big, psi_u) / E_big - 0.5) * big**2
projection_coefficient = (mean(H_big, singlet_part(psi_u)) - E_big) * big**5
double_ratio = mean(DOUBLE, psi_u) / mean(DOUBLE, psi_big)
hop_ratio = mean(HOP, psi_u) / mean(HOP, psi_big)
assert abs(ratio_coefficient - 2) < 0.01
assert abs(projection_coefficient - 64) < 1.0  # next order is about 1 percent
assert abs(double_ratio - 0.5) < 0.01 and abs(hop_ratio - 0.5) < 0.01

# Worked example
t, U = 0.5, 4.0
H = hamiltonian(t, U)
E_exact, psi_exact = exact_ground(t, U)
psi_uhf = scf_determinant(t, U)
E_uhf = mean(H, psi_uhf)
E_rhf = det_energy([np.pi / 4, np.pi / 4, 0, 0], H)
E_proj = mean(H, singlet_part(psi_uhf))
assert E_exact < E_proj < E_uhf < E_rhf
print(f"Coulson-Fischer point from stability, U/t = {critical_U:.5f}")
print(f"second derivative of E in U, just below: {second_below:.3f} (1/t)")
print(f"second derivative of E in U, just above: {second_above:.3f} (1/t)")
print(f"example: t = {t:.3f} eV, U = {U:.3f} eV, U/t = {U/t:.1f}")
print(f"Coulson-Fischer U for this t = {critical_U*t:.4f} eV")
print(f"exact singlet energy      = {E_exact:.6f} eV")
print(f"restricted energy         = {E_rhf:.6f} eV")
print(f"unrestricted energy       = {E_uhf:.6f} eV")
print(f"spin-projected energy     = {E_proj:.6f} eV")
print(f"exact singlet energy      = {E_exact/HARTREE_EV:.6f} hartree")
print(f"unrestricted energy       = {E_uhf/HARTREE_EV:.6f} hartree")
print(f"leading superexchange 4t^2/U = {4*t**2/U:.6f} eV")
print(f"unrestricted/exact ratio  = {E_uhf/E_exact:.5f}")
print(f"projected/exact ratio     = {E_proj/E_exact:.5f}")
print(f"projected minus exact     = {1000*(E_proj-E_exact):.4f} meV")
for label, psi in (("exact", psi_exact), ("unrestricted", psi_uhf)):
    print(f"{label}: hopping energy = {-t*mean(HOP, psi):.6f} eV")
    print(f"{label}: repulsion energy = {U*mean(DOUBLE, psi):.6f} eV")
    print(f"{label}: site-1 moment = {abs(mean(MOMENT1, psi)):.5f}")
    print(f"{label}: <S^2> = {abs(mean(S2, psi)):.5f}")
print(f"unrestricted: triplet weight = {mean(S2, psi_uhf)/2:.5f}")
print("table for t = 0.5 eV, energies in eV")
print("  U/t      exact  restricted  unrestricted  unrestr./exact")
for x in (1, 2, 3, 4, 8, 16, 40):
    e0 = exact_ground(t, x * t)[0]
    er = det_energy([np.pi / 4, np.pi / 4, 0, 0], hamiltonian(t, x * t))
    eu = best_determinant_energy(t, x * t)
    print(f"{x:5d} {e0:10.5f} {er:11.5f} {eu:13.5f} {eu/e0:15.4f}")
print(f"at U/t = {big:.0f}: (ratio - 1/2)(U/t)^2 = {ratio_coefficient:.4f}")
print(f"at U/t = {big:.0f}: (E_proj - E_exact)U^5/t^6 = "
      f"{projection_coefficient:.2f}")
print(f"at U/t = {big:.0f}: double-occupancy ratio = {double_ratio:.4f}")
print(f"at U/t = {big:.0f}: hopping-energy ratio = {hop_ratio:.4f}")
print("all assertions hold")
```

Printed output:

```
Coulson-Fischer point from stability, U/t = 2.00000
second derivative of E in U, just below: 0.000 (1/t)
second derivative of E in U, just above: -0.485 (1/t)
example: t = 0.500 eV, U = 4.000 eV, U/t = 8.0
Coulson-Fischer U for this t = 1.0000 eV
exact singlet energy      = -0.236068 eV
restricted energy         = 1.000000 eV
unrestricted energy       = -0.125000 eV
spin-projected energy     = -0.235294 eV
exact singlet energy      = -0.008675 hartree
unrestricted energy       = -0.004594 hartree
leading superexchange 4t^2/U = 0.250000 eV
unrestricted/exact ratio  = 0.52951
projected/exact ratio     = 0.99672
projected minus exact     = 0.7739 meV
exact: hopping energy = -0.447214 eV
exact: repulsion energy = 0.211146 eV
exact: site-1 moment = 0.00000
exact: <S^2> = 0.00000
unrestricted: hopping energy = -0.250000 eV
unrestricted: repulsion energy = 0.125000 eV
unrestricted: site-1 moment = 0.96825
unrestricted: <S^2> = 0.93750
unrestricted: triplet weight = 0.46875
table for t = 0.5 eV, energies in eV
  U/t      exact  restricted  unrestricted  unrestr./exact
    1   -0.78078    -0.75000      -0.75000          0.9606
    2   -0.61803    -0.50000      -0.50000          0.8090
    3   -0.50000    -0.25000      -0.33333          0.6667
    4   -0.41421     0.00000      -0.25000          0.6036
    8   -0.23607     1.00000      -0.12500          0.5295
   16   -0.12311     3.00000      -0.06250          0.5077
   40   -0.04988     9.00000      -0.02500          0.5012
at U/t = 40: (ratio - 1/2)(U/t)^2 = 1.9950
at U/t = 40: (E_proj - E_exact)U^5/t^6 = 63.37
at U/t = 40: double-occupancy ratio = 0.5037
at U/t = 40: hopping-energy ratio = 0.5025
all assertions hold
```
